# Specular Intensity During Random Deposition Without Interlayer Transport, part 2

A crystal grows from a flat surface under a uniform, random flux of one atom per site in the monolayer time \(\tau\). The problem is how the specularly reflected intensity changes with time \(t\), first when no atom leaves the layer in which it arrived, and now when some atoms descend.

The deposited amount is \(\Theta=t/\tau\), and \(\theta_n\) is the filled fraction of layer \(n\), with \(\theta_n=1\) for \(n\le0\). There are no overhangs, so layer \(n\) is exposed on the fraction \(p_n=\theta_n-\theta_{n+1}\). Without descent, the coverage equations are

\[
\frac{d\theta_{n+1}}{d\Theta}=\theta_n-\theta_{n+1}=p_n ,\qquad n\ge 0. \tag{1}
\]

The beam is scattered once, and film and substrate layers scatter alike. Layers have spacing \(d\), \(q\) is the vertical momentum transfer divided by \(\hbar\), and neighbouring layers differ in phase by \(\varphi=qd\). Out of phase means \(\varphi=\pi\). There the amplitude and intensity, normalized to the flat start, are \(G=\sum_n(-1)^np_n\) and \(I=G^2\): a site with top layer \(n\) contributes \((-1)^n\). Without descent,

\[
I(\Theta)=|G|^2=e^{-2\Theta(1-\cos\varphi)}
=\exp\!\left[-4\Theta\sin^2\frac{\varphi}{2}\right], \tag{9}
\]

\[
G=e^{-2t/\tau},\qquad I=e^{-4t/\tau}. \tag{10}
\]

This is the ideal law. For a coherent area of \(N\) sites with signs \(s_j=(-1)^{h_j}\), where \(h_j\) is the height of site \(j\), the mean intensity is

\[
\left\langle\left|\frac1N\sum_js_j\right|^2\right\rangle
=\frac{N+N(N-1)e^{-4\Theta}}{N^2}
=e^{-4\Theta}+\frac{1-e^{-4\Theta}}{N}. \tag{11}
\]

The last term is a diffuse floor. Motion within a layer leaves (11) unchanged if no atom crosses the border of the area. The computed values at the end include tests of these results: atoms thrown at random onto 100-site blocks, and six runs on a periodic \(64\times64\) lattice, with atoms either frozen where they land or mobile within their layer (up to 60 attempted hops each).

### (f) What descent does to the amplitude

**Let some atoms that land on layer \(n\) fall by one layer. Find the new equation for \(G\), and apply it to growth in which each layer fills before the next begins.**

**Solution.** Let \(D_n\) be the part of the flux, per site and per monolayer time, that lands on layer \(n\) and then falls to join layer \(n\). The remaining part \(p_n-D_n\) joins layer \(n+1\).

An atom that stays up turns a site of sign \((-1)^n\) into one of sign \((-1)^{n+1}\), a change of \(-2(-1)^n\). An atom that falls covers a site whose top layer was \(n-1\) and makes it \(n\), a change of \((-1)^n-(-1)^{n-1}=+2(-1)^n\). Therefore

\[
\frac{dG}{d\Theta}=\sum_n(-1)^n\left[-2(p_n-D_n)+2D_n\right]
=-2G+4\sum_{n\ge1}(-1)^nD_n . \tag{12}
\]

Without descent the last sum is absent, and \(G\) decays. Descent adds a source whose sign alternates from layer to layer. Such a source can carry \(G\) through zero.

In perfect layer-by-layer growth, layer \(n\) is full and a fraction \(f\) of layer \(n+1\) is filled. Then \(p_n=1-f\) and \(p_{n+1}=f\), so

\[
G=(-1)^n(1-f)+(-1)^{n+1}f=(-1)^n(1-2f),\qquad I=(1-2f)^2 .
\]

All atoms landing on layer \(n+1\) descend, so \(D_{n+1}=f\). Equation (12) gives \(dG/d\Theta=(-1)^n[-2+4f-4f]=-2(-1)^n\), in agreement with the derivative of \(G\). The intensity is zero at each half-filled layer and returns to one at each full layer. At \(t=\tau\) it is 1, compared with 0.018 for random deposition at the same flux.

### (g) Numbers for a silver film

**Silver grows on Ag(111) with \(\tau=60\) s and is observed with 10 keV x-rays. Find the out-of-phase angle and the ideal decay.**

**Solution.** With a rough cubic lattice constant \(a_0=0.409\) nm, the spacing of (111) layers is \(d=a_0/\sqrt3=0.236\) nm. A layer holds \(4/(\sqrt3a_0^2)=1.38\times10^{15}\) atoms per cm². Division by 60 s gives a flux of \(2.3\times10^{13}\) cm\(^{-2}\) s\(^{-1}\).

The wavelength is \(\lambda=0.124\) nm. At grazing angle \(\alpha\), \(q=4\pi\sin\alpha/\lambda\). Setting \(qd=\pi\) gives

\[
\sin\alpha=\frac{\lambda}{4d}=\frac{0.1240}{4\times0.2361}=0.131,\qquad \alpha=7.5^\circ .
\]

The intensity falls to \(1/e\) in \(\tau/4=15\) s. It is 0.135 after 30 s, 0.018 after 60 s and \(3.4\times10^{-4}\) after 120 s.

### (h) How far does descent disturb the law?

**At 150 K, take a hop barrier of 0.10 eV, an extra barrier of 0.13 eV for descending a step, an attempt rate of \(10^{12}\) s\(^{-1}\) and an island spacing of 25 nm, all rough values. Estimate the effect of descent.**

**Solution.** Two processes are considered. Lengths on an island are measured in site widths. The area served by one island is written as \(\pi R^2\). It contains \((25\ \text{nm})^2\times13.8\ \text{nm}^{-2}\approx8600\) sites, so \(R=52.4\).

*Landing at a rim.* An atom that lands at the edge of an island may lack full support and slide down. At half coverage a circular island has radius \(R/\sqrt2\), and one row of rim sites occupies the fraction \(2\pi(R/\sqrt2)/(\pi R^2)=\sqrt2/R=0.027\) of the surface. Edges vanish for an empty and for a full layer, so the descending flux is modelled as \(D_n=a\theta_n(1-\theta_n)\). Equating \(a/4\) to 0.027 gives \(a=0.108\). It is assumed that every atom landing on this row descends.

*Late nucleation.* The first atoms on top of a small island have time to find its edge and escape. The descent rate from an edge site is

\[
k=10^{12}\,\text{s}^{-1}\,e^{-0.23\,\text{eV}/k_BT}=1.87\times10^4\ \text{s}^{-1}.
\]

The chance of descent relative to a hop is only \(4.3\times10^{-5}\), so the atom visits all sites about equally before it leaves. On an island of radius \(r\) it spends a fraction \(2\pi r/(\pi r^2)=2/r\) of its time at the edge. Its escape rate is \(2k/r\) and its mean stay is \(r/(2k)\). A direct solution of the random walk on a square-lattice disc of radius 8 gave 1.12 times this estimate. That disc has 197 sites and 44 edge sites, and \(197/44=4.48\) replaces \(r/2=4\), which accounts for the factor. This counts one descent rate \(k\) per edge site. If each of the 68 outward bonds had the rate \(k\), the factor would be \(197/(68\times4)=0.72\).

Atoms reach the island at the rate \(\pi r^2/\tau\). If the stay is short, a new arrival finds an earlier atom present with probability \((\pi r^2/\tau)\,r/(2k)\). Assume that two atoms present together always meet and form a stable nucleus. The nucleation rate is

\[
\Omega=\left(\frac{\pi r^2}{\tau}\right)^2\frac{r}{2k}=\frac{\pi^2r^5}{2k\tau^2}.
\]

While all atoms on top descend, the first layer collects the whole flux, so \(r^2/R^2=t/\tau\) and \(dt=2\tau r\,dr/R^2\). The upper layer is taken to start when the expected number of nuclei reaches one:

\[
1=\int\Omega\,dt=\frac{\pi^2}{k\tau R^2}\int_0^{r_c}r^6dr
=\frac{\pi^2r_c^7}{7k\tau R^2},
\qquad
r_c=\left(\frac{7k\tau R^2}{\pi^2}\right)^{1/7}. \tag{13}
\]

The numbers give \(r_c=21.6\) and a critical coverage \(\theta_c=(r_c/R)^2=0.170\). At \(r_c\) the probability of finding an earlier atom is about 0.014, so the assumption of a short stay holds. At fixed \(R\), \(\theta_c\propto k^{2/7}\): a tenfold error in \(k\), or about 0.03 eV in the barrier at 150 K, changes \(\theta_c\) by a factor of 1.9.

In the coverage equations, all atoms landing on layer \(n\) descend while \(\theta_n<\theta_c\), with the same \(\theta_c\) for every layer. The case of late nucleation alone can be followed by hand at \(t=30\) s. The first layer grows as \(\theta_1=\Theta\) up to \(\theta_c\). With \(u=\Theta-\theta_c=0.33\), it then obeys \(d\theta_1/du=1-\theta_1\), while layer 2 receives every atom landing on layers 1 and 2, so \(d\theta_2/du=\theta_1\). Hence

\[
\theta_1=1-(1-\theta_c)e^{-u}=0.403,\qquad
\theta_2=u-(1-\theta_c)(1-e^{-u})=0.097 .
\]

Since \(\theta_2<\theta_c\), layer 3 is still empty. The amplitude is \(G=1-2\theta_1+2\theta_2=0.387\), and \(I=0.150\). The numerical integration gives the same value.

The results for \(I\), at fixed flux, are:

| Time | Ideal | Rim | Late | Both |
|---|---|---|---|---|
| 30 s | 0.135 | 0.121 | 0.150 | 0.131 |
| 60 s | 0.018 | 0.012 | 0.020 | 0.017 |
| 120 s | 0.0003 | 0.0001 | 0.015 | 0.010 |

At 60 s the rim effect alone lowers the ideal intensity by 33 %, and late nucleation alone raises it by 10 %. Together they lower it by 9 %. This partial cancellation should not be relied on, because both estimates are rough. At 120 s the combined result is about 30 times the ideal one.

These figures depend strongly on the descent rate. If \(k\) is ten times smaller or larger at fixed \(R\), the combined intensity at 60 s becomes 0.005 or 0.10. At 120 s it becomes about 1.1 or 34 times the ideal value. The table therefore illustrates the mechanism and does not predict the intensity of a particular film.

The intensity then also ceases to be monotonic. Up to \(4\tau\), the highest value reached after an earlier minimum is 0.014 with both effects and 0.018 with late nucleation alone. No such rise was found with the rim effect alone. These heights assume that all islands switch at the same \(\theta_c\). Nucleation is random, and with the rate \(\Omega\) each island switches at its own time. Islands in upper layers also grow more slowly than the first layer, so they tend to nucleate at a smaller coverage. If many separate islands are followed in this way and their amplitudes are averaged, the two values drop to about 0.003 and 0.005. The combined intensity is then about half the ideal one at 60 s and about 4 times the ideal one at 120 s. The rise is weaker but remains. Equation (12) shows how late nucleation can do this. Its solution from a flat start is

\[
G=e^{-2\Theta}+4\int_0^\Theta e^{-2(\Theta-\Theta')}\sum_{n\ge1}(-1)^nD_n(\Theta')\,d\Theta' .
\]

The first term dies out, but each new layer begins with a burst of descent, and the sign of the burst alternates. The tabulated times do not show the full deviation within the first monolayer. With late nucleation alone, the hand solution above holds until \(\theta_2=\theta_c\), which happens at \(u=0.493\), or about 40 s. There \(\theta_1=0.493\), so \(G=1-2(0.493)+2(0.170)=0.354\) and \(I=0.125\), while the ideal value is about 0.07. For these parameters the ideal exponential gives only the general fall during the first monolayer, and it fails by the second.

### (i) Scattering and detector

**Estimate the remaining errors of the measurement.**

**Solution.** *Multiple scattering.* A sheet with \(\sigma\) electrons per unit area reflects with amplitude \(r_e\sigma\lambda/\sin\alpha=4\pi r_e\sigma/q\), where \(r_e\) is the classical electron radius. At normal incidence this follows from summing the spherical waves of the sheet, \(2\pi\int e^{ik_0\ell}d\ell\), whose modulus is \(2\pi/k_0=\lambda\) with \(k_0=2\pi/\lambda\) and weak damping at large distance \(\ell\). At grazing incidence the contributing area is stretched by \(1/\sin\alpha\). The out-of-phase sum over the flat crystal is half of one layer. The reflectivity is largest if all 47 electrons of each atom scatter in phase. Even then its initial value is below \(8\times10^{-7}\), so repeated scattering is weak.

*Absorption and angle.* For a rough absorption length of 10 µm, the loss on the way in and out is \(4\times10^{-4}\) per layer. A phase error of 1 % changes the decay exponent from 4 to 3.999 per monolayer time, because \(\sin^2(\varphi/2)\) is stationary at \(\varphi=\pi\).

*Diffuse scattering.* Islands spaced fairly regularly, 25 nm apart, scatter diffusely into a ring around the specular direction, with a radius near \(2\pi/(25\ \text{nm})=0.25\) nm\(^{-1}\). A detector aperture of 0.02° in both directions accepts at most 0.018 nm\(^{-1}\) parallel to the surface, which excludes the intensity maximum of this ring. A slit that is long in one direction cuts across the ring, and the diffuse background it collects can exceed the ideal signal by the second monolayer. For a coherent square 100 nm wide, \(N=1.4\times10^5\). If no atom crossed its border, the floor in (11) would be \(7\times10^{-6}\) at \(t=\tau\). This is too low here, because the square holds only about 16 islands and its border cuts many of them. With a sharp border the floor can rise to \(10^{-4}\) or more, a level that the ideal exponential reaches after 2.3 monolayers.

Silver on Ag(111) is a reasonable setting for the model, because an extra barrier hinders descent at its steps. The barriers and the island spacing used here are rough, and the computed curves are not measurements. In this example the weakest assumption is the complete absence of descent. With the nominal values and a sharp \(\theta_c\), descent shifts the intensity by about 10 % after one monolayer and by a factor of about 30 after two, more than the scattering and detector errors estimated here for an aperture that is narrow in both directions. With random nucleation on each island, the intensity is instead about half the ideal value after one monolayer and a few times the ideal value after two. The shift also changes strongly with the descent rate, so its size is uncertain. The numerical output lists the tabulated intensities to more digits.

## Computed values

```
Ag lattice constant (rough input): 0.409 nm
layer spacing d: 0.2361 nm
atoms per layer: 1.381e+15 1/cm2
monolayer time tau (input): 60 s
flux: 2.301e+13 1/(cm2 s)
photon energy (input): 10.0 keV
wavelength: 0.1240 nm
out-of-phase q_z: 13.304 1/nm
out-of-phase grazing angle: 7.543 deg
1/e decay time tau/4: 15.0 s
coverages 1-4 at t=tau: 0.6321 0.2642 0.0803 0.0190
exposed 0-4 at t=tau: 0.3679 0.3679 0.1839 0.0613 0.0153
t=15 s: I ideal 3.679e-01, layerwise 0.250
t=30 s: I ideal 1.353e-01, layerwise 0.000
t=60 s: I ideal 1.832e-02, layerwise 1.000
t=120 s: I ideal 3.355e-04, layerwise 1.000
thrown atoms, amplitude at t=tau: 0.1353
100-site blocks, mean I: 0.02822, formula 0.02813
amplitude at t=tau/2, mobile in layer: 0.3626
amplitude at t=tau/2, frozen: 0.3732
amplitude at t=tau/2, law: 0.3679
neighbour correlation, mobile: 0.172, frozen: -0.000
temperature (input): 150 K
hop barrier, extra edge barrier (rough): 0.10, 0.13 eV
attempt rate (rough): 1.0e+12 1/s
edge descent chance relative to a hop: 4.29e-05
descent rate from an edge site: 1.872e+04 1/s
escape time, walk / estimate: 1.119
island spacing (rough input): 25 nm
radius R of area per island: 52.4 site widths
critical radius r_c: 21.6 site widths
critical coverage theta_c: 0.170
rim sites at half coverage: 2.70 %
rim descent strength a: 0.108
t=30 s: I rim 1.214e-01, late 1.496e-01, both 1.309e-01
t=60 s: I rim 1.225e-02, late 2.012e-02, both 1.660e-02
t=120 s: I rim 1.301e-04, late 1.504e-02, both 1.048e-02
largest revival up to 4 tau, rim only: 0.00e+00
largest revival up to 4 tau, late only: 1.79e-02
largest revival up to 4 tau, both: 1.43e-02
reflectivity bound at start: 7.46e-07
absorption length (rough input): 10 um
intensity absorbed per layer, in and out: 3.60e-04
decay exponent at 1 % phase error: 3.99901 per tau
diffuse ring position: 0.251 1/nm
detector slit (input): 0.02 deg
detector acceptance: 0.0177 1/nm
coherent width (input): 100 nm
diffuse floor at t=tau: 7.11e-06
```
